# Relaxation Frequency, Damping and Maximum Modulation Bandwidth of a Semiconductor Laser

A semiconductor laser is driven above threshold by a steady current with a small oscillating part. How fast can the current vary before the light ceases to follow? This problem answers the question for one optical mode and one reservoir of carriers, described by

$$\frac{dN}{dt}=J-R(N)-v_g\,g(N,S)\,S,\qquad \frac{dS}{dt}=\Gamma v_g\,g(N,S)\,S-\frac{S}{\tau_p}.$$

Here $N$ is the carrier density in the active volume $V$, and $S$ is the photon density in the volume occupied by the mode. The pump rate is $J=I/(qV)$, where $I$ is the current that actually reaches the active region and $q$ is the elementary charge. $R(N)$ is the rate of carrier loss other than by stimulated emission, $g$ is the gain per unit length, $v_g$ is the group velocity and $\tau_p$ is the photon lifetime in the cavity. The confinement factor $\Gamma$ is the ratio of active volume to mode volume. It appears in the second equation because photons created in $V$ spread over the larger mode volume.

Spontaneous emission into the mode is left out until part (g). Heating, electrical parasitics and the time carriers take to reach the active region are left out throughout, so the results describe the intrinsic response of the laser.

## (a) Linearise the equations about a steady state above threshold.

**Solution.** In the steady state $dS/dt=0$ with $S\neq0$, so

$$\Gamma v_g g=\frac1{\tau_p}.\tag{1}$$

The gain is fixed by the cavity loss, whatever the current. The carrier density is not necessarily fixed: if the gain falls as $S$ rises, $N$ must rise to restore it.

Now write $N+n(t)$, $S+s(t)$ and $J+j(t)$, where $N,S,J$ denote the steady values from here on. Define, at the operating point,

$$a=\frac{\partial g}{\partial N},\qquad a_p=-\frac{\partial g}{\partial S},\qquad \frac1\tau=\frac{dR}{dN}.$$

The minus sign makes $a_p$ positive when light compresses the gain. To first order the gain becomes $g+an-a_ps$, and the product $gS$ changes by

$$\delta(gS)=aS\,n+(g-a_pS)\,s.$$

Terms in $n^2$, $ns$ and $s^2$ have been dropped, which requires in particular $|s|\ll S$. Inserting this change gives

$$\dot n=j-\gamma_{NN}n-\gamma_{NS}s,\qquad \dot s=\gamma_{SN}n-\gamma_{SS}s,$$

with

$$\gamma_{NN}=\frac1\tau+v_gaS,\qquad \gamma_{NS}=v_gg-v_ga_pS=\frac1{\Gamma\tau_p}-v_ga_pS,$$

$$\gamma_{SN}=\Gamma v_gaS,\qquad \gamma_{SS}=\frac1{\tau_p}-\Gamma v_gg+\Gamma v_ga_pS=\Gamma v_ga_pS.$$

Equation (1) was used in $\gamma_{NS}$ and $\gamma_{SS}$. Without gain compression $\gamma_{SS}$ vanishes: gain and loss balance, so a photon excess by itself neither grows nor decays.

## (b) Find the response of the light to a sinusoidal current, and the relaxation frequency.

**Solution.** Let every small quantity vary as $e^{i\omega t}$, with the real part understood, and use the same letters for the complex amplitudes. Then

$$(i\omega+\gamma_{NN})\,n=j-\gamma_{NS}\,s,\qquad (i\omega+\gamma_{SS})\,s=\gamma_{SN}\,n.$$

Multiply the first equation by $\gamma_{SN}$ and replace $\gamma_{SN}n$ by means of the second:

$$\left[(i\omega+\gamma_{NN})(i\omega+\gamma_{SS})+\gamma_{NS}\gamma_{SN}\right]s=\gamma_{SN}\,j.$$

The bracket expands to $\omega_R^2-\omega^2+i\omega\gamma$, where

$$\omega_R^2=\gamma_{NN}\gamma_{SS}+\gamma_{NS}\gamma_{SN},\qquad \gamma=\gamma_{NN}+\gamma_{SS}.$$

At $\omega=0$ the ratio $s/j$ is $\gamma_{SN}/\omega_R^2$. Dividing by this static value gives the normalised response

$$H(\omega)=\frac{\omega_R^2}{\omega_R^2-\omega^2+i\omega\gamma}.\tag{2}$$

The two products in $\omega_R^2$ are

$$\gamma_{NN}\gamma_{SS}=\frac{\Gamma v_ga_pS}{\tau}+\Gamma v_g^2a\,a_pS^2,\qquad
\gamma_{NS}\gamma_{SN}=\frac{v_gaS}{\tau_p}-\Gamma v_g^2a\,a_pS^2.$$

The terms in $S^2$ cancel in the sum, leaving

$$\omega_R^2=\frac{v_gaS}{\tau_p}\left[1+\frac{\Gamma a_p}{a}\,\frac{\tau_p}{\tau}\right].\tag{3}$$

When $\tau$ is much longer than $\tau_p\Gamma a_p/a$, the bracket is close to one and

$$\omega_R\simeq\sqrt{\frac{v_gaS}{\tau_p}},\qquad f_R=\frac{\omega_R}{2\pi}.$$

The square root is an angular frequency; the relaxation frequency in hertz is $f_R$.

Without gain compression the leading term has a simple origin. Extra carriers make photons grow at the rate $\Gamma v_gaS\,n$, while extra photons consume carriers at the rate $s/(\Gamma\tau_p)$. Each disturbance drives the other, with opposite signs, and the product of the two coefficients is $v_gaS/\tau_p$. The confinement factor cancels from it. Gain compression weakens the second coefficient, and the product $\gamma_{NN}\gamma_{SS}$ then supplies the missing part of the leading term.

## (c) Express the damping $\gamma$ through $f_R$. When is the coefficient a constant of the laser?

**Solution.** Adding the two decay rates gives

$$\gamma=\frac1\tau+v_gaS\left(1+\frac{\Gamma a_p}{a}\right).$$

The part $v_gaS$ is the loss of extra carriers by stimulated emission; the part with $a_p$ is the decay of extra photons through gain compression. Equation (3) lets us replace $v_gaS$ by $\tau_p\omega_R^2$ divided by the bracket. With $\omega_R^2=4\pi^2f_R^2$,

$$\gamma=Kf_R^2+\gamma_0,\qquad \gamma_0=\frac1\tau,\qquad
K=\frac{4\pi^2\tau_p\,(1+\Gamma a_p/a)}{1+(\Gamma a_p/a)(\tau_p/\tau)}.\tag{4}$$

To the same leading order as before,

$$K\simeq4\pi^2\tau_p\left(1+\frac{\Gamma a_p}{a}\right).$$

$K$ is a time and $\gamma$ is a rate in inverse seconds.

Equation (4) holds at each operating point. It is a straight line in $f_R^2$ if $a_p/a$ and $\tau$ do not change with power; otherwise $K$ and $\gamma_0$ need not be constants. Consider the model

$$g=\frac{a_0(N-N_{tr})}{1+\varepsilon S},\qquad R=\frac N\tau,$$

where $N_{tr}$ is the transparency density and $\varepsilon$ measures gain compression. Differentiation gives

$$a=\frac{a_0}{1+\varepsilon S},\qquad a_p=\frac{a_0(N-N_{tr})\,\varepsilon}{(1+\varepsilon S)^2}=\frac{\varepsilon g}{1+\varepsilon S}.$$

Both depend on $S$, but their ratio is $a_p/a=\varepsilon g/a_0$, and $g$ is fixed by (1). Hence

$$\frac{\Gamma a_p}{a}=\frac{\varepsilon}{v_ga_0\tau_p}=\frac{\tau_\varepsilon}{\tau_p},\qquad \tau_\varepsilon=\frac{\varepsilon}{v_ga_0},$$

$$K=\frac{4\pi^2(\tau_p+\tau_\varepsilon)}{1+\tau_\varepsilon/\tau}\simeq4\pi^2(\tau_p+\tau_\varepsilon).\tag{5}$$

In this model $K$ and $\gamma_0$ are constants. For another gain function, or for recombination that is not linear in $N$, they may drift with power.

## (d) Find the free ringing frequency, the response peak and the 3 dB bandwidth.

**Solution.** With $j=0$ and solutions $e^{\lambda t}$, the condition is $\lambda^2+\gamma\lambda+\omega_R^2=0$, so

$$\lambda=-\frac\gamma2\pm i\sqrt{\omega_R^2-\frac{\gamma^2}4}.$$

After a disturbance the light rings at $\sqrt{\omega_R^2-\gamma^2/4}$, provided that $\gamma<2\omega_R$.

For the driven response put $x=\omega^2$. Then $|H|^2=\omega_R^4/D$ with $D=(\omega_R^2-x)^2+\gamma^2x$. Setting $dD/dx=-2(\omega_R^2-x)+\gamma^2$ to zero places the peak at

$$\omega_{\rm peak}^2=\omega_R^2-\frac{\gamma^2}2,$$

which exists for $\gamma<\sqrt2\,\omega_R$. The relaxation frequency thus lies above both the ringing frequency and the peak.

The bandwidth depends on a convention. A photodetector gives a current proportional to optical power, so the detected electrical power is proportional to $|H|^2$. The 3 dB point is taken where $|H|^2=1/2$, that is $D=2\omega_R^4$:

$$x^2-(2\omega_R^2-\gamma^2)\,x-\omega_R^4=0.$$

The product of the roots is negative, so there is one positive root:

$$\omega_{3\rm dB}^2=\omega_R^2-\frac{\gamma^2}2+\sqrt{\left(\omega_R^2-\frac{\gamma^2}2\right)^2+\omega_R^4}.\tag{6}$$

For weak damping this tends to $(1+\sqrt2)\,\omega_R^2$, so $f_{3\rm dB}\simeq1.55f_R$, and the bandwidth grows with the square root of the photon density as long as the damping stays weak and $a$ stays constant.

## (e) With $K$ constant and $\gamma_0$ negligible, what is the largest bandwidth that any photon density can give?

**Solution.** Let $u=\omega_R^2$, $x=\omega_{3\rm dB}^2$ and $\kappa=K/4\pi^2$, so that $\gamma=\kappa u$. The half-power condition becomes

$$(u-x)^2+\kappa^2u^2x=2u^2.$$

Rather than maximise (6), ask which values of $x$ can be reached by some real $u$. Collecting powers of $u$,

$$(\kappa^2x-1)\,u^2-2xu+x^2=0.$$

A real solution requires a non-negative discriminant:

$$4x^2-4x^2(\kappa^2x-1)=4x^2(2-\kappa^2x)\ge0,\qquad\text{so}\qquad \kappa^2x\le2.$$

This bounds the bandwidth at every power. At equality the double root is $u=x/(\kappa^2x-1)=x=2/\kappa^2$, which is positive, so the bound is attained. There $\omega_{3\rm dB}=\sqrt2/\kappa=4\pi^2\sqrt2/K$, and dividing by $2\pi$ gives

$$f_{\max}=\frac{2\pi\sqrt2}{K}.\tag{7}$$

At this point $f_{3\rm dB}=f_R$ and $\gamma=\kappa\sqrt u\,\sqrt u=\sqrt2\,\omega_R$, which is the damping at which the response peak of part (d) disappears.

The maximum arises because $\omega_R$ grows as $\sqrt u$ while $\gamma$ grows as $u$. At low power the rise of $\omega_R$ wins. Once $\kappa^2u>4$ the response is overdamped, and for $\kappa^2u\gg4$ the slower root of the equation for $\lambda$ tends to $-\omega_R^2/\gamma=-1/\kappa$, independent of power. If $u$ could grow without limit at fixed $K$, the quadratic in $u$ would force $\kappa^2x\to1$, and the bandwidth would settle at $f_{\max}/\sqrt2$. In the model of part (c) gain compression caps $u$, as part (f) shows, so that $\kappa^2u$ stays below about $(\tau_p+\tau_\varepsilon)^2/(\tau_p\tau_\varepsilon)$. These limits are then approached only when $\tau_p$ and $\tau_\varepsilon$ differ greatly.

Without gain compression $K\simeq4\pi^2\tau_p$ and $f_{\max}\simeq\sqrt2/(2\pi\tau_p)$. The photon lifetime alone then sets the limit.

## (f) How does $\gamma_0$ change the maximum, and can the laser reach it despite gain compression?

**Solution.** Now $\gamma=\kappa u+\gamma_0$. Let $e=\kappa\gamma_0$ and assume $e<1$. Expanding $(u-x)^2+x(\kappa u+\gamma_0)^2=2u^2$ gives

$$(\kappa^2x-1)\,u^2-2x(1-e)\,u+x(x+\gamma_0^2)=0.$$

A quarter of the discriminant, divided by the positive number $x$, must not be negative:

$$x(1-e)^2-(\kappa^2x-1)(x+\gamma_0^2)\ge0.$$

Multiply by $\kappa^2$ and write $y=\kappa^2x$. The condition is $y(1-e)^2\ge(y-1)(y+e^2)$. The right side is $y^2+(e^2-1)y-e^2$, and $e^2-1-(1-e)^2=-2(1-e)$, so

$$y^2-2(1-e)\,y-e^2\le0,\qquad y_{\max}=(1-e)+\sqrt{(1-e)^2+e^2}.$$

The double root $u=x(1-e)/(y-1)$ is positive, because $y_{\max}-1=\sqrt{(1-e)^2+e^2}-e>0$ for $e<1$. If $u$ can reach this double root, the maximum bandwidth is therefore

$$f_{\max}=\frac{\sqrt{y_{\max}}}{2\pi\kappa}\simeq\frac{2\pi\sqrt2}{K}\left(1-\frac e2\right)\quad\text{for } e\ll1.\tag{8}$$

Whether it can be reached depends on how large $\omega_R$ can become. In the model of part (c), neglecting corrections of order $\tau_\varepsilon/\tau$,

$$\omega_R^2\simeq\frac{v_ga_0S}{\tau_p(1+\varepsilon S)}=\frac1{\tau_p\tau_\varepsilon}\,\frac{\varepsilon S}{1+\varepsilon S},$$

which cannot exceed $1/(\tau_p\tau_\varepsilon)$. Setting it equal to the optimum of part (e), $u=2/\kappa^2\simeq2/(\tau_p+\tau_\varepsilon)^2$, which also neglects corrections of order $e$, and solving for $\varepsilon S$ gives

$$\varepsilon S_{\rm opt}\simeq\frac{2\tau_p\tau_\varepsilon}{\tau_p^2+\tau_\varepsilon^2}\le1.\tag{9}$$

The inequality is $(\tau_p-\tau_\varepsilon)^2\ge0$. To this order the model has a finite photon density at which the maximum occurs. This can fail when $e$ is not small. The double root requires $\kappa^2u=y_{\max}(1-e)/(y_{\max}-1)$, which grows without limit as $e\to1$, while in the model, by (3) and (5), $\kappa^2u$ stays below $(\tau_p+\tau_\varepsilon)^2/[\tau_p\tau_\varepsilon(1+\tau_\varepsilon/\tau)]$. When the required value exceeds this cap, the bandwidth rises with $S$ towards a limit below (8), which is only an upper bound. With the parameters of part (h) but $\tau=4$ ps, a formal value far below the carrier lifetime of a real laser, $e=0.75$, the required $\kappa^2u$ is 6.4 and the cap is 2.25; (8) gives 54.1 GHz while the bandwidth approaches 51.2 GHz. Whether a real device survives the necessary current is a separate matter.

## (g) What does spontaneous emission into the mode add to the damping?

**Solution.** Let a fraction $\beta$ of the recombination $N/\tau$ emit into the mode, which adds $\Gamma\beta N/\tau$ to $dS/dt$. With $P=\Gamma\beta N/(\tau S)$, the steady state is $\Gamma v_gg=1/\tau_p-P$, slightly below the loss. Hence

$$\gamma_{SS}=\frac1{\tau_p}-\Gamma v_gg+\Gamma v_ga_pS=P+\left(\frac1{\tau_p}-P\right)\frac{\varepsilon S}{1+\varepsilon S},$$

where $a_p=\varepsilon g/(1+\varepsilon S)$ was used. Compared with $\beta=0$ at the same $S$, the damping rises by

$$\Delta\gamma=P\left(1-\frac{\varepsilon S}{1+\varepsilon S}\right)=\frac{\Gamma\beta N}{\tau S\,(1+\varepsilon S)}.$$

The rate $\gamma_{NN}$ does not change, since $a$ does not depend on $N$ in this model. The extra damping grows roughly as $1/S$ towards threshold, so there $\gamma_0$ can no longer be treated as constant. The term $P$ also enters $\omega_R^2$ through $\gamma_{NN}\gamma_{SS}$, so close to threshold (3) needs correction as well.

## (h) Evaluate the results for a model laser.

Take a group index of 4, so $v_g=7.495\times10^9$ cm/s, with $a_0=5\times10^{-16}$ cm², $\varepsilon=1.5\times10^{-17}$ cm³, $\Gamma=0.1$, $\tau_p=2$ ps, $\tau=1$ ns, $N_{tr}=1.8\times10^{18}$ cm⁻³ and $V=10^{-11}$ cm³. These are round model parameters.

**Solution.** First take $S=5\times10^{15}$ cm⁻³. Then $\varepsilon S=0.075$ and $a=a_0/1.075=4.65\times10^{-16}$ cm², so

$$f_R\simeq\frac1{2\pi}\sqrt{\frac{(7.495\times10^9)(4.65\times10^{-16})(5\times10^{15})}{2\times10^{-12}}}\ \text{Hz}=14.86\ \text{GHz}.$$

The full linearisation gives 14.89 GHz; the difference is the bracket in (3).

The compression time is

$$\tau_\varepsilon=\frac{1.5\times10^{-17}}{(7.495\times10^9)(5\times10^{-16})}\ \text{s}=4.00\ \text{ps},$$

so $K\simeq4\pi^2(2.00+4.00)$ ps $=0.237$ ns. With the denominator in (5) it is 0.236 ns, and

$$\gamma=0.236\times14.89^2+1.0=53.3\ \text{ns}^{-1}.$$

The ringing frequency is 14.27 GHz and the response peak lies at 13.62 GHz. Integrating the nonlinear equations with a current modulated by one part in a thousand reproduces (2) in amplitude and phase. At $f_R$ the light lags the current by 90° and $|H|=\omega_R/\gamma=1.75$.

The leading formula for the largest bandwidth gives

$$f_{\max}=\frac{2\pi\sqrt2}{0.237\ \text{ns}}=37.5\ \text{GHz}.$$

The linearised equations give the following values at several photon densities:

| $S$ (cm⁻³) | $I$ (mA) | $f_R$ (GHz) | $\gamma$ (ns⁻¹) | $f_{3\rm dB}$ (GHz) |
|---|---|---|---|---|
| $5.0\times10^{14}$ | 9.0 | 4.9 | 6.6 | 7.5 |
| $5.0\times10^{15}$ | 45 | 14.9 | 53 | 21.8 |
| $2.0\times10^{16}$ | 166 | 27.1 | 174 | 34.1 |
| $5.37\times10^{16}$ | 437 | 37.6 | 336 | 37.5 |
| $2.0\times10^{17}$ | 1614 | 48.8 | 563 | 35.4 |

The fourth row is the maximum found by a direct search over $S$. In the last row $f_R$ is higher but the bandwidth is lower, as part (e) requires. The search gives $\varepsilon S=0.81$ at the optimum, against 0.80 from (9).

The search maximum, 37.53 GHz, lies slightly above the leading value of 37.50 GHz, although $\gamma_0$ lowers the bandwidth. The reason is that the denominator in (5) reduces $K$ by 0.4%, while the factor $1-e/2$ in (8), with $e\simeq0.006$, takes back 0.3%. A separate test with the artificially short value $\tau=20$ ps, where $e$ is about 0.25, gives 39.5 GHz both from the search and from the first form of (8).

Gain compression is costly here. Without it the search gives a maximum of 112 GHz, about three times as much, in line with the ratio $(\tau_p+\tau_\varepsilon)/\tau_p=3$. That maximum needs a current of about 2.1 A, however. At 437 mA the model without compression gives 73 GHz, about twice the value with it. For $\beta=10^{-4}$, spontaneous emission into the mode adds 0.006 ns⁻¹ to the damping at $S=5\times10^{15}$ cm⁻³, which is small beside $\gamma_0=1$ ns⁻¹.

The maximum is broad. Going from the third row to the fourth multiplies the current by 2.6 and raises the bandwidth by 10%. At the optimum the carrier density is $4.2\times10^{18}$ cm⁻³, compared with $3.2\times10^{18}$ cm⁻³ at the first operating point, and the model assumes that the gain stays linear in $N$ and that the laser does not warm up. The assumption of linear gain matters. With a gain logarithmic in $N$, matched in value and slope at threshold and compressed by the same factor $1/(1+\varepsilon S)$, $K$ rises from 0.24 to 0.30 ns between the second and fourth rows, and the maximum falls to 32 GHz at about 230 mA. The value of 37.5 GHz is therefore the intrinsic limit of this model, not a prediction that a device would reach it at 437 mA.

## Computed values

```
INPUTS
group index 4.0; group velocity 7.4948e+09 cm/s
a0 5.00e-16 cm^2; compression eps 1.50e-17 cm^3
confinement 0.10; transparency density 1.80e+18 cm^-3
tau_p 2.00 ps; tau 1.00 ns
active volume 1.0e-11 cm^3; beta where used 1.0e-04
REFERENCE POINT
photon density 5.00e+15 cm^-3
carrier density 3.2343e+18 cm^-3
threshold gain 667.13 cm^-1
differential gain a 4.6512e-16 cm^2; a_p 9.3088e-15 cm^2
fR leading formula 14.858 GHz
fR full linearisation 14.887 GHz
damping gamma 53.314 ns^-1
free ringing frequency 14.270 GHz
response peak 13.625 GHz; peak |H| 1.8304
DAMPING LAW
tau_eps = eps/(vg a0) 4.0028 ps
K leading formula 0.23698 ns
K fitted to linearised equations 0.23604 ns
gamma0 fitted 1.0000 ns^-1
K fitted without compression 0.07896 ns
TIME INTEGRATION: f (GHz), |H|, phase (deg); formula |H|, phase
7.444  1.2464 -20.81  1.2464 -20.81
14.887  1.7545 -90.00  1.7545 -90.00
22.331  0.6603 -145.63  0.6603 -145.63
S (cm^-3), I (mA), fR (GHz), gamma (ns^-1), f3dB (GHz)
5.000e+14 9.04 4.863 6.582 7.494
1.000e+15 13.06 6.852 12.081 10.498
5.000e+15 45.24 14.887 53.314 21.789
2.000e+16 165.88 27.076 174.037 34.083
5.370e+16 436.92 37.646 335.522 37.533
2.000e+17 1613.61 48.812 563.370 35.407
f3dB/fR at lowest S 1.5410; undamped limit 1.5538
MAXIMUM BANDWIDTH
2 pi sqrt(2)/K with leading K 37.496 GHz
search over photon density 37.533 GHz
formula retaining gamma0 37.533 GHz
gamma/omega_R at optimum 1.4185
eps*S at optimum: search 0.8055, formula 0.7997
carrier density at optimum 4.209e+18 cm^-3
maximum without compression, search 112.427 GHz
carrier lifetime 20.0 ps: search 39.493 GHz, formula 39.493 GHz
SPONTANEOUS EMISSION INTO THE MODE
extra damping at reference point 0.00602 ns^-1
maximum bandwidth with beta 37.533 GHz
```
